# Why Matthiessen's rule overestimates mobility, and when it is exact

## The problem

Electrons in a semiconductor are scattered by several independent mechanisms, $i=1,\dots,n$ with $n\ge2$. Mechanism $i$ alone would give a positive relaxation time $\tau_i(E)$ that depends on the electron energy $E$. At each energy the scattering rates add:

$$\frac1{\tau(E)}=\sum_i\frac1{\tau_i(E)} .$$

Let $\mu_i$ be the low-field mobility with mechanism $i$ alone and $\mu$ the mobility with all of them, for the same band and the same equilibrium distribution of electrons.

(a) How does $1/\mu$ compare with the Matthiessen sum $\sum_i1/\mu_i$? Prove the answer.

(b) When are the two equal?

(c) At 300 K lattice scattering alone gives $\mu_L=1400$ cm²/Vs, with $\tau_L\propto E^{-1/2}$, and ionized impurities alone give $\mu_I=10000$ cm²/Vs, with $\tau_I\propto E^{3/2}$. The electrons are nondegenerate and the band is parabolic. Find $\mu$.

## A tempting solution

The mobility is $\mu=e\tau/m$, where $e>0$ is the elementary charge and $m$ the effective mass. Multiplying the sum of rates by $m/e$ gives

$$\frac1\mu=\frac me\sum_i\frac1{\tau_i}=\sum_i\frac1{\mu_i},$$

so equality always holds. For part (c),

$$\frac1\mu=\frac1{1400}+\frac1{10000}=8.143\times10^{-4}\ \text{Vs/cm}^2,\qquad \mu=1228\ \text{cm}^2/\text{Vs}.$$

## Where it fails

The rates add at one energy, but a mobility belongs to the whole electron population. It contains an average $\langle\tau\rangle$ over energy, and the average of a reciprocal is not the reciprocal of the average. The argument silently replaced $\langle\tau\rangle$ by a single number $\tau$.

A quick repair does not settle the matter. Convexity of $1/\tau$ gives $1/\langle\tau\rangle\le\langle1/\tau\rangle=\sum_i\langle1/\tau_i\rangle$, and also $1/\langle\tau_i\rangle\le\langle1/\tau_i\rangle$. Both $1/\langle\tau\rangle$ and $\sum_i1/\langle\tau_i\rangle$ therefore lie below the same quantity, which does not say which of them is larger. The comparison must be made at each energy before averaging.

## The average that defines mobility

Let a weak field $F$ point along $z$. The force on an electron is $-eF$. In a uniform steady state the Boltzmann equation with a relaxation time is

$$-\frac{eF}{\hbar}\frac{\partial f}{\partial k_z}=-\frac{f-f_0}{\tau},$$

where $f_0(E)$ is the equilibrium distribution. To first order in $F$, $f$ on the left may be replaced by $f_0$. Since $\partial f_0/\partial k_z=\hbar v_zf_0'(E)$,

$$f-f_0=eF\,\tau\,v_z f_0'(E).$$

The drift velocity is

$$v_d=\frac{\int v_z(f-f_0)\,d^3k}{\int f_0\,d^3k}
=-eF\,\frac{\int v_z^2\,\tau\,(-f_0')\,d^3k}{\int f_0\,d^3k}.$$

It is opposite to the field, as it should be for electrons, and $\mu=|v_d|/F$. In a parabolic isotropic band the mean of $v_z^2$ over directions is $2E/(3m)$, and the density of states is proportional to $E^{1/2}$. Hence

$$\mu=\frac{2e}{3m}\,\frac{\int_0^\infty E^{3/2}(-f_0')\,\tau\,dE}{\int_0^\infty E^{1/2}f_0\,dE}.$$

Integrating the denominator by parts gives $\frac23\int E^{3/2}(-f_0')\,dE$, because the boundary terms vanish. The factors $2/3$ cancel:

$$\mu=\frac em\langle\tau\rangle,\qquad
\langle g\rangle=\frac{\int w\,g\,dE}{\int w\,dE},\qquad w=E^{3/2}(-f_0').$$

The weight $w$ is nonnegative and contains no scattering time. The same $w$ therefore serves for every mechanism, so $\mu_i=e\langle\tau_i\rangle/m$. For nondegenerate electrons $f_0\propto e^{-x}$ with $x=E/kT$, and $w\propto x^{3/2}e^{-x}$.

## Part (a): the proof

Take positive numbers $a_i$ that do not depend on energy and satisfy $\sum_ia_i=1$. At one energy consider

$$\Big(\sum_ia_i^2\tau_i\Big)\Big(\sum_j\frac1{\tau_j}\Big)-\Big(\sum_ia_i\Big)^2
=\sum_{i,j}\Big(a_i^2\frac{\tau_i}{\tau_j}-a_ia_j\Big).$$

Terms with $i=j$ vanish. The terms $(i,j)$ and $(j,i)$ together give

$$a_i^2\frac{\tau_i}{\tau_j}+a_j^2\frac{\tau_j}{\tau_i}-2a_ia_j=\frac{(a_i\tau_i-a_j\tau_j)^2}{\tau_i\tau_j}.$$

Now use $\sum_j1/\tau_j=1/\tau$ and $\sum_ia_i=1$, and multiply by $\tau$:

$$\sum_ia_i^2\tau_i-\tau=\tau\sum_{i<j}\frac{(a_i\tau_i-a_j\tau_j)^2}{\tau_i\tau_j}\ \ge0 .$$

This holds at every energy, so it survives averaging with $w$. Write $T_i=\langle\tau_i\rangle$, assumed finite for now. The average of the first sum is $\sum_ia_i^2T_i$, since the $a_i$ are constants. Choose

$$a_i=\frac{T_M}{T_i},\qquad \frac1{T_M}=\sum_j\frac1{T_j}.$$

These numbers are positive and add to one, and

$$\sum_ia_i^2T_i=T_M^2\sum_i\frac1{T_i}=T_M .$$

Any other choice of $a_i$ also gives an upper bound on $\langle\tau\rangle$, but never a smaller upper bound: the same identity with the numbers $T_i$ in place of $\tau_i$ shows that $\sum_ia_i^2T_i\ge T_M$. With the choice made,

$$T_M-\langle\tau\rangle=\Big\langle\tau\sum_{i<j}\frac{(a_i\tau_i-a_j\tau_j)^2}{\tau_i\tau_j}\Big\rangle\ge0 .$$

Since $\mu=e\langle\tau\rangle/m$ and $1/\mu_i=m/(eT_i)$, this means

$$\boxed{\ \frac1\mu\ \ge\ \sum_i\frac1{\mu_i}\ }$$

The Matthiessen mobility $\mu_M=eT_M/m$ is an upper bound on the true mobility, and the last average, times $e/m$, is the exact excess.

If some $T_i$ is infinite, set $1/\mu_i=0$. Leaving such a mechanism out can only lengthen $\tau$, so the bound for the remaining mechanisms implies the bound for all of them. If at least one mean is finite, the inequality is then strict, because the omitted rate is positive at every energy. If all means are infinite the right side is zero, and equality requires $\langle\tau\rangle$ to be infinite too.

## Part (b): equality

For finite means, the excess is an average of nonnegative terms. It vanishes only if $a_i\tau_i(E)=a_j\tau_j(E)$ for every pair, wherever $w>0$, apart from a set of energies of zero measure. Then

$$\frac{\tau_i(E)}{\tau_j(E)}=\frac{a_j}{a_i}=\text{constant}.$$

Conversely, let $\tau_i=c_i\,h(E)$ with constants $c_i>0$. Then $\tau=h/\sum_i c_i^{-1}$, and

$$\frac1{\langle\tau\rangle}=\sum_i\frac1{c_i\langle h\rangle}=\sum_i\frac1{\langle\tau_i\rangle}.$$

For finite means, equality thus holds if and only if all the times have the same energy dependence. They need not be constant: two mechanisms that both follow $E^{3/2}$ obey Matthiessen's rule exactly. Nor is it enough that one of them is constant. For a constant time with mean 1 and a time proportional to $x^{3/2}$ with mean 3, the Maxwell average gives $\mu_M/\mu=1.18$.

Physically, each energy group of electrons carries current in parallel with the others. At one energy, mechanism $i$ supplies the share $\tau/\tau_i$ of the total scattering rate. Matthiessen's rule amounts to using one fixed share $a_i$ at all energies, which is right only if the shares do not vary with energy. In part (c) they vary strongly: lattice scattering alone favours slow electrons and impurity scattering alone favours fast ones, so each mechanism blocks current that the other would have allowed.

The proof used only a common nonnegative weight. The variable $E$ may be replaced by energy together with direction or valley, provided that all mechanisms are averaged over the same set with the same weight.

## Part (c): lattice and impurity scattering

The two power laws have simple origins. For acoustic phonons at high temperature the squared matrix element is nearly independent of the momentum transfer: the squared strain of a mode of wavenumber $q$ is proportional to $q^2kT/\omega_q^2$, and $\omega_q\propto q$. The rate then follows the density of final states, $E^{1/2}$. The impurity law is derived below.

Write $\tau_L=Ax^{-1/2}$ and $\tau_I=Bx^{3/2}$. The Maxwell weight gives $\langle x^p\rangle=\Gamma(p+\tfrac52)/\Gamma(\tfrac52)$, so

$$\langle\tau_L\rangle=\frac{A}{\Gamma(5/2)},\qquad \langle\tau_I\rangle=\frac{6B}{\Gamma(5/2)},\qquad
X^2\equiv\frac AB=\frac{6\mu_L}{\mu_I}.$$

The combined time is

$$\tau=\frac1{x^{1/2}/A+x^{-3/2}/B}=\frac{A\,x^{3/2}}{x^2+X^2}.$$

Dividing its average by $\langle\tau_L\rangle$ removes $A$ and $\Gamma(5/2)$:

$$\frac\mu{\mu_L}=\int_0^\infty\frac{x^3e^{-x}}{x^2+X^2}\,dx=1-X^2g(X),\qquad g(X)=\int_0^\infty\frac{x\,e^{-x}}{x^2+X^2}\,dx,$$

where $x^3=x(x^2+X^2)-X^2x$ was used. To find $g$, insert $x/(x^2+X^2)=\int_0^\infty e^{-xt}\cos(Xt)\,dt$ and integrate over $x$ first, with the $t$ integral cut off at a large value that is then sent to infinity. With $u=1+t$,

$$g=\int_0^\infty\frac{\cos Xt}{1+t}dt=\cos X\int_1^\infty\frac{\cos Xu}{u}du+\sin X\int_1^\infty\frac{\sin Xu}{u}du .$$

In terms of $\mathrm{Si}(X)=\int_0^X(\sin v/v)\,dv$ and $\mathrm{Ci}(X)=-\int_X^\infty(\cos v/v)\,dv$,

$$g(X)=-\cos X\,\mathrm{Ci}(X)+\sin X\Big[\frac\pi2-\mathrm{Si}(X)\Big].$$

Here $X^2=6\times1400/10000=0.840$, so $X=0.917$ and $g=0.3774$. Therefore

$$\mu=1400\,(1-0.840\times0.3774)\approx956\ \text{cm}^2/\text{Vs}.$$

Direct quadrature of the energy average gives the same value. The tempting answer, 1228 cm²/Vs, is 28% above it. In inverse mobility, the true $1.046\times10^{-3}$ Vs/cm² exceeds the sum $0.814\times10^{-3}$ Vs/cm², as the theorem demands.

For two mechanisms the excess is

$$\mu_M-\mu=\frac em\Big\langle\frac{(a_L\tau_L-a_I\tau_I)^2}{\tau_L+\tau_I}\Big\rangle .$$

Its integrand vanishes where $\tau_L/\langle\tau_L\rangle=\tau_I/\langle\tau_I\rangle$, that is, where $x^{-1/2}=x^{3/2}/6$, or $x=\sqrt6$. At 300 K this is 63 meV. Electrons on either side of that energy produce the whole excess of 272 cm²/Vs.

## Weak and strong impurity scattering

For strong impurity scattering, $X\gg1$, expand the denominator of the integral:

$$\frac{\mu}{\mu_L}\simeq\frac{1}{X^2}\int_0^\infty x^3\Big(1-\frac{x^2}{X^2}\Big)e^{-x}dx=\frac6{X^2}\Big(1-\frac{20}{X^2}\Big).$$

Matthiessen's rule gives $(6/X^2)(1-6/X^2)$ to the same order, so $\mu_M/\mu\simeq1+14/X^2$. It tends to one.

For weak impurity scattering, $X\ll1$, $\mathrm{Ci}(X)\simeq\gamma+\ln X$ with Euler's constant $\gamma=0.577$, and

$$\frac\mu{\mu_L}\simeq1-X^2\Big(\ln\frac1X-\gamma\Big),\qquad \frac{\mu_M}{\mu_L}\simeq1-\frac{X^2}6 .$$

The ratio $\mu_M/\mu$ again tends to one, but the small reduction caused by the impurities is wrong by a factor that grows as $6\ln(1/X)$. The logarithm comes from electrons with $X\ll x\ll1$, where the integrand of $g$ is close to $1/x$. Impurities remove only a small fraction of the current at each of these energies, about $X^2/x^2$, but the range of energies widens as $X$ falls.

Between these limits, with $\mu_L$ held at 1400 cm²/Vs and $\mu_I$ scanned from $10^2$ to $10^6$ cm²/Vs, the largest ratio found is 1.42, near $\mu_I=1800$ cm²/Vs.

Subtraction magnifies the error. Suppose that $\mu$ and $\mu_L$ are known and the impurity mobility is inferred from Matthiessen's rule:

$$\frac1{\mu_I^{\rm app}}=\frac1{956.1}-\frac1{1400}=3.32\times10^{-4}\ \text{Vs/cm}^2,\qquad \mu_I^{\rm app}\approx3020\ \text{cm}^2/\text{Vs}.$$

The value put into the model was 10000 cm²/Vs. The inferred one is too small by a factor of 3.3.

## What happens if the weight is not shared

Keep the same function $\tau_I(E)$, but take the impurity mobility from electrons at 77 K. Since $\langle E^{3/2}\rangle\propto T^{3/2}$, it becomes $10000\,(77/300)^{3/2}\approx1300$ cm²/Vs. Combined with the 300 K lattice value it gives

$$\Big(\frac1{1400}+\frac1{1300}\Big)^{-1}\approx674\ \text{cm}^2/\text{Vs},$$

which lies below the true 956 cm²/Vs at 300 K. The inequality is reversed. The theorem is not contradicted, because this sum mixes two electron distributions.

Collisions among the electrons break another assumption. They conserve total momentum but exchange it between energies, so they are not one more rate in the sum. A simple model shows their effect in one isotropic band. Write $f-f_0=eFv_zf_0'\phi(E)$ and let electron–electron collisions, at rate $\nu$, pull $\phi$ towards its mean:

$$1=\frac\phi\tau+\nu(\phi-\langle\phi\rangle).$$

The last term averages to zero, which is momentum conservation. Solve for $\phi$ and average:

$$\langle\phi\rangle=(1+\nu\langle\phi\rangle)\Big\langle\frac1{\tau^{-1}+\nu}\Big\rangle
\ \Rightarrow\
\langle\phi\rangle=\frac{\langle(\tau^{-1}+\nu)^{-1}\rangle}{\langle\tau^{-1}(\tau^{-1}+\nu)^{-1}\rangle}.$$

The mobility is $e\langle\phi\rangle/m$. At $\nu=0$ it is $e\langle\tau\rangle/m$. As $\nu\to\infty$ it becomes $(e/m)/\langle1/\tau\rangle$: all electrons drift together. Because $\langle1/\tau\rangle=\sum_i\langle1/\tau_i\rangle$, Matthiessen's rule is then exact, but for separate mobilities defined in the same limit. With the scattering times of part (c) unchanged, these are 1237 cm²/Vs for the lattice and 2945 cm²/Vs for the impurities, and together they give 871 cm²/Vs. This is 9% below 956 cm²/Vs. The rule becomes exact because its inputs fall, not because $\mu$ rises to 1228 cm²/Vs.

## The numbers beside a real material

The parameters are rough values for silicon with $10^{17}$ arsenic donors per cm³ at 300 K. In silicon's six ellipsoidal valleys, with masses $0.92$ and $0.19$ electron masses, averaging the inverse mass gives $m=3/(1/0.92+2/0.19)=0.258$ electron masses. The mean times $m\mu/e$ are then 206 fs for the lattice, 1470 fs for the impurities and 140 fs for both.

The size of $\mu_I$ can be checked in the Born approximation. A screened donor in a medium of permittivity $\varepsilon$ has the Fourier component $e^2/[\varepsilon(q^2+\kappa^2)]$ in magnitude, with $\kappa^2=e^2N/(\varepsilon kT)$ for $N$ donors and electrons per volume. For elastic scattering $q^2=2k^2u$, where $u=1-\cos\theta$ is also the fraction of forward momentum lost. The golden rule, with the factor $mk/\hbar^2$ from the energy delta function, gives

$$\frac1{\tau_I}=\frac{Nmk\,e^4}{2\pi\hbar^3\varepsilon^2}\int_0^2\frac{u\,du}{(2k^2u+\kappa^2)^2}
=\frac{Nme^4}{8\pi\hbar^3\varepsilon^2k^3}\Big[\ln(1+b)-\frac b{1+b}\Big],\quad b=\frac{4k^2}{\kappa^2}.$$

The integral follows from the substitution $y=2k^2u+\kappa^2$. When the bracket varies slowly, $\tau_I\propto k^3\propto E^{3/2}$. For relative permittivity 11.7 and the single mass above, the screening length is 12.9 nm and the mobility is about 9300 cm²/Vs, of the same size as the round input of 10000. This is only a rough estimate: the Born approximation needs electron energies well above the hydrogen-like donor binding energy, $13.6\times0.258/11.7^2$ eV or 26 meV, which here is about equal to $kT$. For the same screened potential, exact partial-wave scattering gives about 9600 cm²/Vs: the Born cross section is too large mainly for slow electrons, and it is within about 2% above $4kT$.

Other neglected effects were sized one at a time. The first five estimates keep $\mu_L$ and $\mu_I$, and hence $\mu_M$, fixed.

- Keeping the energy dependence of the bracket gives 1004 cm²/Vs, a rise of 5%. The energy dependence of the exact cross section for the same potential gives about 1020 cm²/Vs.
- Fermi statistics change $\mu$ by less than 0.1%. So does a nonparabolic weight with an assumed coefficient of 0.5 per eV, if the two power laws are kept. When the same nonparabolicity is also put into the energy dependence of $\tau_L$ and $\tau_I$, $\mu$ becomes 943 cm²/Vs, a fall of 1.4%.
- Intervalley phonons of 60 meV, with an assumed coupling twice the acoustic one, give 895 cm²/Vs, a fall of 6%.
- An impurity time assumed four times longer along the heavy axis than across it gives 927 cm²/Vs, a fall of 3%.
- If each donor had only a single twofold level, 50 meV deep, 95% of the donors would be ionized. Raising $\mu_I$ in inverse proportion gives 966 cm²/Vs, a rise of 1%. The excited donor states bind further electrons: with the arsenic 1s levels at about 54, 33 and 31 meV, counted 2, 6 and 4 times, about 86% of the donors are ionized and the rise is about 3%. Scattering by neutral donors is left out.

Measured electron mobilities at this doping are roughly 700 to 800 cm²/Vs, so the model is somewhat high, and Matthiessen's rule with the same inputs is higher still. Real carriers also collide with each other, and the 9% fall found above for one isotropic band does not carry over to silicon. Collisions between electrons in differently oriented valleys conserve momentum but not current, because the masses along the field differ. If such collisions were strong enough to make all valleys drift together, the momentum per electron would contain the mean mass, $(0.92+2\times0.19)/3=0.433$ electron masses, in place of 0.258. With the same scattering times, the limit of 871 cm²/Vs would become about 520 cm²/Vs. The actual collision rates are not estimated here. The comparison concerns bulk material at low field. A transistor channel adds surface scattering and carrier heating, which are not estimated here.

## Numbers as computed

```
Random trials, smallest Matthiessen/true: 1.1617
Gap identity, largest relative error: 7.7e-16
Proportional times, Matthiessen/true: 1
One constant time, Matthiessen/true: 1.1796
Temperature: 300 K
Thermal energy: 25.852 meV
Donor density: 1e+17 cm^-3
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Conductivity mass: 0.25833 m_e
Relative permittivity: 11.7
Lattice mobility: 1400 cm^2/Vs
Impurity mobility: 10000 cm^2/Vs
Mean lattice time: 205.62 fs
Mean impurity time: 1468.7 fs
Mean combined time: 140.43 fs
X: 0.91652
Closed-form mobility: 956.13 cm^2/Vs
True mobility by quadrature: 956.13 cm^2/Vs
Matthiessen mobility: 1228.1 cm^2/Vs
Matthiessen/true: 1.2844
Inverse true mobility: 0.0010459 Vs/cm^2
Matthiessen inverse sum: 0.00081429 Vs/cm^2
Apparent impurity mobility: 3015.7 cm^2/Vs
Normalized-time crossing: 63.324 meV
Largest scanned Matthiessen/true: 1.4237
Impurity mobility at largest ratio: 1.82e+03 cm^2/Vs
Cold-electron temperature: 77 K
Cold-electron impurity mobility: 1300.3 cm^2/Vs
Mixed-weight Matthiessen mobility: 674.16 cm^2/Vs
Screening length: 12.93 nm
Born impurity mobility: 9267 cm^2/Vs
Mobility, energy-dependent screening: 1004.1 cm^2/Vs
Conduction-band state density: 2.744e+19 cm^-3
Reduced Fermi level: -5.6133
Mobility, Fermi weight: 956.44 cm^2/Vs
Assumed nonparabolicity: 0.5 1/eV
Mobility, nonparabolic weight: 955.96 cm^2/Vs
Assumed intervalley phonon: 60 meV
Assumed intervalley/acoustic coupling: 2
Mobility, intervalley phonons: 895.27 cm^2/Vs
Assumed longitudinal/transverse time: 4
Mobility, directional impurity time: 926.87 cm^2/Vs
Assumed arsenic donor depth: 50 meV
Ionized donor fraction: 0.9541
Mobility, incomplete ionization: 965.8 cm^2/Vs
Strong e-e limit, lattice only: 1237 cm^2/Vs
Strong e-e limit, impurities only: 2945.2 cm^2/Vs
Strong e-e limit, both: 871.13 cm^2/Vs
Strong e-e change from true: -8.8904 %
```
